# Pinning Factor of a Metal-Oxide Contact with Uniform Interface-State Density: a numerical check

```python
"""Pinning factor of a metal-oxide contact with a dipole layer.

Result under test: barrier = S*(Phi-chi) + (1-S)*phi0 + S*delta*D/eps_i,
S = 1/(1+alpha), alpha = e*D_it*delta/eps_i  (energies in eV, D_it per eV).
Phi: metal work function; chi: oxide affinity; phi0: depth of the charge
neutrality level below the conduction edge; delta, eps_i: thickness and
permittivity of the dipole layer; D_it: density of interface states;
D: displacement in the oxide, positive away from the metal.
States spread evenly through the layer give S = 1/cosh(sqrt(alpha)).
The independent road is a discretized Poisson equation for a complete
short-circuited capacitor with numerically integrated Fermi occupations.
"""
import numpy as np
from scipy.constants import e, epsilon_0, k
from scipy.optimize import brentq
from scipy.special import expit

chi, phi0, gap = 2.4, 2.2, 6.0            # eV
delta, film = 0.3e-9, 10e-9              # m
rel_layer, rel_film = 5.0, 30.0
eps_i, eps_b = rel_layer * epsilon_0, rel_film * epsilon_0
D_it = 1e18                             # states / (m^2 eV)
temperature = 300.0
kT = k * temperature / e                 # eV
low_metal, high_metal = 4.2, 5.4         # eV
polarization = 0.10                      # C/m^2


def solve_capacitor(phi_left, phi_right, pol, density, spread=False,
                    below=gap - phi0, above=phi0):
    """Solve Poisson's equation; all energies are relative to the common E_F.

    below, above: extent of the states below and above the neutrality level.
    """
    m, q = 200, 20                       # cells in each layer, in the film
    h = np.r_[np.full(m, delta / m), np.full(q, film / q),
              np.full(m, delta / m)]
    eps = np.r_[np.full(m, eps_i), np.full(q, eps_b), np.full(m, eps_i)]
    pol_cell = np.r_[np.zeros(m), np.full(q, pol), np.zeros(m)]
    nodes = len(h) + 1
    states = np.zeros(nodes)
    if spread:
        states[1:m] = density / m
        states[m] = density / (2 * m)
        states[m + q] = density / (2 * m)
        states[m + q + 1:-1] = density / m
    else:
        states[[m, m + q]] = density
    active = np.flatnonzero(states)
    npts = 2000
    d_en = (below + above) / npts
    energy = -below + (np.arange(npts) + 0.5) * d_en
    vacuum = np.linspace(phi_left, phi_right, nodes)
    g = eps / h
    for _ in range(60):
        cnl = vacuum[active] - chi - phi0
        occ = expit(-(cnl[:, None] + energy) / kT)
        sigma, slope = np.zeros(nodes), np.zeros(nodes)
        sigma[active] = -e * states[active] * (occ.sum(axis=1) * d_en - below)
        slope[active] = (e * states[active] * d_en / kT
                         * (occ * (1 - occ)).sum(axis=1))
        disp = g * np.diff(vacuum) + pol_cell
        residual = np.diff(disp) - sigma[1:-1]
        jac = (np.diag(-g[1:] - g[:-1] - slope[1:-1])
               + np.diag(g[1:-1], 1) + np.diag(g[1:-1], -1))
        step = np.linalg.solve(jac, -residual)
        vacuum[1:-1] += step
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    disp = g * np.diff(vacuum) + pol_cell
    return {"left": vacuum[m] - chi, "right": vacuum[m + q] - chi,
            "D": disp[m + q // 2], "sigma": sigma[m]}


def alpha_of(density):
    return e * density * delta / eps_i


def numerical_slope(density, spread=False):
    """Barrier change per work-function change, equal metals on both sides."""
    lo = solve_capacitor(low_metal, low_metal, 0, density, spread)
    hi = solve_capacitor(high_metal, high_metal, 0, density, spread)
    return (hi["left"] - lo["left"]) / (high_metal - low_metal)


alpha = alpha_of(D_it)
S = 1 / (1 + alpha)


def barrier_formula(work, disp=0.0):
    return S * (work - chi) + (1 - S) * phi0 + S * delta * disp / eps_i


print(f"affinity {chi} eV, neutrality depth {phi0} eV, gap {gap} eV")
print(f"layer {delta*1e9:.2f} nm, relative permittivity {rel_layer}")
print(f"state density {D_it*1e-4:.2e} /(cm^2 eV), T = {temperature} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"alpha = {alpha:.4f}")
S_num = numerical_slope(D_it)
print(f"S: formula {S:.5f}, Poisson {S_num:.5f}")
assert abs(S_num - S) < 1e-7
half = eps_i / (e * delta)
print(f"density for S = 1/2: {half*1e-4:.4e} /(cm^2 eV)")
assert abs(numerical_slope(half) - 0.5) < 1e-7

print("Single contacts with zero oxide displacement:")
for work in (low_metal, high_metal):
    r = solve_capacitor(work, work, 0, D_it)
    assert abs(r["left"] - barrier_formula(work)) < 1e-7
    assert abs(r["D"]) < 1e-8
    dipole = r["left"] - (work - chi)
    print(f"Phi {work} eV: Schottky {work-chi:.3f}, barrier "
          f"{r['left']:.4f}, layer step {dipole:+.4f} eV")
    print(f"  sheet charge {r['sigma']*100:+.4f} uC/cm^2")

print("Scan: density /(cm^2 eV), alpha, S sheet, S spread (Poisson)")
for density in (1e16, 1e17, 1e18, 1e19, 1e20):
    a = alpha_of(density)
    sheet = numerical_slope(density)
    through = numerical_slope(density, spread=True)
    assert abs(sheet * (1 + a) - 1) < 1e-5
    # relative grid error grows as alpha^(3/2)/(24*200^2), about 1e-3 here
    assert abs(through * np.cosh(np.sqrt(a)) - 1) < 3e-3
    print(f"  {density*1e-4:.0e}  {a:.5f}  {sheet:.5f}  {through:.3e}")
cross = brentq(lambda a: np.cosh(np.sqrt(a)) - 1 - a, 5, 15)
cross_density = cross * half
gap_below = (numerical_slope(0.8 * cross_density, True)
             - numerical_slope(0.8 * cross_density))
gap_above = (numerical_slope(1.2 * cross_density, True)
             - numerical_slope(1.2 * cross_density))
assert gap_below > 0 > gap_above
print(f"sheet and spread laws cross at alpha = {cross:.4f}, "
      f"S = {1/(1+cross):.4f}")

weak, strong = 1e15, 1e21
S_weak, S_strong = numerical_slope(weak), numerical_slope(strong)
assert abs((1 - S_weak) / alpha_of(weak) - 1) < 2e-3
assert abs(S_strong * alpha_of(strong) - 1) < 2e-3
r_weak = solve_capacitor(high_metal, high_metal, 0, weak)
r_strong = solve_capacitor(high_metal, high_metal, 0, strong)
assert abs(r_weak["left"] - (high_metal - chi)) < 2e-3
assert abs(r_strong["left"] - phi0) < 2e-3
sigma_limit = eps_i / delta * (high_metal - chi - phi0)
assert abs(r_strong["sigma"] / sigma_limit - 1) < 2e-3
print(f"Limits for Phi = {high_metal} eV:")
print(f"  {weak*1e-4:.0e} /(cm^2 eV): S {S_weak:.5f}, "
      f"barrier {r_weak['left']:.4f} eV")
print(f"  {strong*1e-4:.0e} /(cm^2 eV): S {S_strong:.6f}, "
      f"barrier {r_strong['left']:.4f} eV")
print(f"  pinned sheet charge: Poisson {r_strong['sigma']*100:.4f}, "
      f"limit {sigma_limit*100:.4f} uC/cm^2")

edge = 0.2                               # eV, half-width of a narrow band
n1 = solve_capacitor(5.4, 5.4, 0, D_it, below=edge, above=edge)["left"]
n2 = solve_capacitor(5.5, 5.5, 0, D_it, below=edge, above=edge)["left"]
narrow_slope = (n2 - n1) / 0.1
assert abs(narrow_slope - 1) < 1e-4      # thermal tail past the band edge
assert abs(n1 - (5.4 - chi - alpha * edge)) < 1e-5
print(f"States only within {edge} eV of neutrality, Phi = 5.4 eV:")
print(f"  barrier {n1:.4f} eV, slope {narrow_slope:.5f}")

print(f"Polarized film {film*1e9:.0f} nm, relative permittivity {rel_film}, "
      "short circuit")
print(f"  left metal {low_metal} eV, right metal {high_metal} eV")
print(f"  built-in bias: bare {high_metal-low_metal:.3f} V, "
      f"with states {S*(high_metal-low_metal):.4f} V")


def displacement_formula(pol, s):
    return ((pol + eps_b / film * s * (high_metal - low_metal))
            / (1 + 2 * s * delta * eps_b / (eps_i * film)))


for pol in (polarization, 0.0, -polarization):
    r = solve_capacitor(low_metal, high_metal, pol, D_it)
    bare = solve_capacitor(low_metal, high_metal, pol, 0.0)
    assert abs(r["D"] - displacement_formula(pol, S)) < 1e-7
    assert abs(bare["D"] - displacement_formula(pol, 1.0)) < 1e-7
    assert abs(r["left"] - barrier_formula(low_metal, r["D"])) < 1e-7
    assert abs(r["right"] - barrier_formula(high_metal, -r["D"])) < 1e-7
    field = (r["D"] - pol) / eps_b
    print(f"  P {pol*100:+.1f} uC/cm^2: D {r['D']*100:+.4f}, "
          f"without states {bare['D']*100:+.4f} uC/cm^2")
    print(f"    barriers left {r['left']:.4f}, right {r['right']:.4f} eV; "
          f"film field {field*1e-8:+.4f} MV/cm")
print(f"  depolarizing term 2*S*delta*eps_b/(eps_i*L): with states "
      f"{2*S*delta*eps_b/(eps_i*film):.4f}, "
      f"without {2*delta*eps_b/(eps_i*film):.4f}")
print("success")
```

It prints:

```
affinity 2.4 eV, neutrality depth 2.2 eV, gap 6.0 eV
layer 0.30 nm, relative permittivity 5.0
state density 1.00e+14 /(cm^2 eV), T = 300.0 K
thermal energy kT = 0.02585 eV
alpha = 1.0857
S: formula 0.47945, Poisson 0.47945
density for S = 1/2: 9.2106e+13 /(cm^2 eV)
Single contacts with zero oxide displacement:
Phi 4.2 eV: Schottky 1.800, barrier 2.0082, layer step +0.2082 eV
  sheet charge -3.0727 uC/cm^2
Phi 5.4 eV: Schottky 3.000, barrier 2.5836, layer step -0.4164 eV
  sheet charge +6.1454 uC/cm^2
Scan: density /(cm^2 eV), alpha, S sheet, S spread (Poisson)
  1e+12  0.01086  0.98926  9.946e-01
  1e+13  0.10857  0.90206  9.481e-01
  1e+14  1.08571  0.47945  6.274e-01
  1e+15  10.85708  0.08434  7.404e-02
  1e+16  108.57077  0.00913  5.975e-05
sheet and spread laws cross at alpha = 8.8975, S = 0.1010
Limits for Phi = 5.4 eV:
  1e+11 /(cm^2 eV): S 0.99892, barrier 2.9991 eV
  1e+17 /(cm^2 eV): S 0.000920, barrier 2.2007 eV
  pinned sheet charge: Poisson 11.7947, limit 11.8056 uC/cm^2
States only within 0.2 eV of neutrality, Phi = 5.4 eV:
  barrier 2.7829 eV, slope 1.00000
Polarized film 10 nm, relative permittivity 30.0, short circuit
  left metal 4.2 eV, right metal 5.4 eV
  built-in bias: bare 1.200 V, with states 0.5753 V
  P +10.0 uC/cm^2: D +9.8313, without states +9.6967 uC/cm^2
    barriers left 2.3276, right 2.2641 eV; film field -0.0635 MV/cm
  P +0.0 uC/cm^2: D +1.3033, without states +2.3438 uC/cm^2
    barriers left 2.0506, right 2.5412 eV; film field +0.4907 MV/cm
  P -10.0 uC/cm^2: D -7.2247, without states -5.0092 uC/cm^2
    barriers left 1.7735, right 2.8183 eV; film field +1.0448 MV/cm
  depolarizing term 2*S*delta*eps_b/(eps_i*L): with states 0.1726, without 0.3600
success
```
